# Reduced activation energy and the fitted exponent in hopping conduction: a program that tests the result

```python
"""
Result under test: for sigma = A T^m exp(-x), x = (T0/T)^p,
  W = dln(sigma)/dln(T) = m + p x,
and the exponent found when m is ignored is, locally,
  p_a = p^2 x / (m + p x),  so  p_a - p = -m p / W.
A fit over a finite window gives p_a at some temperature inside it.
Symbols: T temperature (K), T0 hopping temperature (K), p true exponent,
m prefactor power, q fitted exponent, u = ln(T / window centre).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
kB = const.k / const.e                      # eV/K


def local_exponent(T, m, p, T0):
    x = (T0 / T)**p
    return p * p * x / (m + p * x)


def log_sigma(T, m, p, T0):
    return m * np.log(T) - (T0 / T)**p


def fit_exponent(T, y, weights=None, free_m=False, bracket=(0.02, 6.0)):
    """Stationary least squares fit y = a - b exp(-q u) [+ m u]."""
    w = np.ones_like(T) if weights is None else weights
    centre = np.sqrt(T[0] * T[-1])
    u = np.log(T / centre)

    def solve(q):
        e = np.exp(-q * u)
        cols = [np.ones_like(u), -e] + ([u] if free_m else [])
        M = np.array(cols).T
        s = np.sqrt(w)
        c = np.linalg.lstsq(M * s[:, None], y * s, rcond=None)[0]
        return c, y - M @ c, e

    def gradient(q):
        c, r, e = solve(q)
        return np.sum(w * r * u * e)

    q = brentq(gradient, *bracket, xtol=1e-13)
    c, r, e = solve(q)
    return q, centre * c[1]**(1 / q) if c[1] > 0 else np.nan, r


def slope_exponent(T, function):
    """Minus the slope of ln W against ln T; W by central differences."""
    h = 1e-4
    W = (function(T * np.exp(h)) - function(T * np.exp(-h))) / (2 * h)
    return -np.polyfit(np.log(T), np.log(W), 1)[0]


# Derivatives of the defined conductivity against the closed formulas
mp.mp.dps = 40
for m, p, T0, T in [(-0.5, 0.25, 1e6, 70.), (1.0, 0.5, 3e3, 40.),
                    (-1.0, 1.0, 900., 200.), (0.7, 1/3, 2e5, 90.)]:
    def f(u):
        t = mp.exp(u)
        return mp.log(t**m * mp.exp(-(T0 / t)**p))
    d1, d2, d3 = [float(mp.diff(f, mp.log(T), k)) for k in (1, 2, 3)]
    assert abs(d1 - (m + p * (T0 / T)**p)) < 1e-8
    pa = -d2 / d1
    assert abs(pa - local_exponent(T, m, p, T0)) < 1e-8
    assert abs(pa * d1 / (d1 - m) - p) < 1e-8
    assert abs(-d3 / d2 - p) < 1e-7

# Finite windows, random parameters and random positive weights
for trial in range(60):
    p = rng.choice([0.25, 1/3, 0.5, 1.0])
    m = rng.choice([-1, 1]) * rng.uniform(0.2, 1.0)
    hot = 100.0
    cold = hot / rng.uniform(1.5, 3.0)
    x_hot = (abs(m) + rng.uniform(0.5, 3.0)) / p
    T0 = hot * x_hot**(1 / p)
    T = np.linspace(cold, hot, 25)
    ends = sorted(local_exponent(np.array([cold, hot]), m, p, T0))
    y = log_sigma(T, m, p, T0)
    q, _, r = fit_exponent(T, y, rng.uniform(0.3, 3.0, T.size))
    assert ends[0] < q < ends[1]
    assert np.count_nonzero(np.diff(np.sign(r))) >= 3
    qs = slope_exponent(T, lambda t: log_sigma(t, m, p, T0))
    assert ends[0] < qs < ends[1]
    # exponent held at p, only the hopping temperature fitted
    slope = -np.polyfit(T**(-p), y, 1)[0]
    ratio = slope**(1 / p) / T0
    lim = sorted((1 + m / (p * (T0 / t)**p))**(1 / p) for t in (cold, hot))
    assert lim[0] < ratio < lim[1]

# Film parameters: rough typical values for amorphous In-Ga-Zn-O
g_cm = 2e19                                 # states / (eV cm^3)
g = g_cm * 1e-21                            # states / (eV nm^3)
xi = 2.0                                    # nm
nu = 1e13                                   # Hz
thickness = 50.0                            # nm
depth, tail = 0.15, 0.08                    # eV
eps_r, mass, mobility = 12.0, 0.34, 10.0    # -, m_e, cm2/Vs
p, m = 0.25, -0.5
T0 = 512 / (9 * np.pi * g * xi**3 * kB)
T = np.linspace(50.0, 100.0, 21)
Tc = np.sqrt(T[0] * T[-1])


def hop_length(t):
    return 0.375 * xi * (T0 / t)**0.25


def sigma_hop(t):                           # S/cm
    R_cm = hop_length(t) * 1e-7
    return const.e * g_cm * R_cm**2 * nu * np.exp(-(T0 / t)**0.25)


# Direct minimization of the hopping exponent
for t in (50.0, 100.0):
    best = minimize_scalar(
        lambda R: 2 * R / xi + 3 / (4 * np.pi * R**3 * g * kB * t),
        bounds=(1, 40), method="bounded", options={"xatol": 1e-9})
    assert abs(best.fun - (T0 / t)**0.25) < 1e-8
    assert abs(best.x - hop_length(t)) < 1e-4
    h = 1e-4
    W_num = np.log(sigma_hop(t * np.exp(h)) / sigma_hop(t * np.exp(-h)))
    assert abs(W_num / (2 * h) - (m + p * (T0 / t)**p)) < 1e-6

y = np.log(sigma_hop(T))
q, T0_free, resid = fit_exponent(T, y)
q_slope = slope_exponent(T, lambda t: np.log(sigma_hop(t)))
T0_fixed = (-np.polyfit(T**(-p), y, 1)[0])**(1 / p)
narrow = Tc * np.exp(np.linspace(-0.05, 0.05, 21))
q_narrow = fit_exponent(narrow, np.log(sigma_hop(narrow)))[0]
assert abs(q_narrow - local_exponent(Tc, m, p, T0)) < 1e-3

# Small m: fitted error per unit of -m lies near 1/x
small = -0.01
gain = (fit_exponent(T, log_sigma(T, small, p, T0))[0] - p) / (-small)
assert 0.97 * (T[0] / T0)**p < gain < 1.03 * (T[-1] / T0)**p

# Scatter of p from noise, linearized, and checked with simulated data
u = np.log(T / Tc)
b = (T0 / Tc)**p
e = np.exp(-p * u)
J3 = np.array([np.ones_like(u), -e, b * u * e]).T
J4 = np.column_stack([J3, u])
scatter = [np.sqrt(np.linalg.inv(J.T @ J)[2, 2]) for J in (J3, J4)]
noise = 1e-5
for free, predicted in zip((False, True), scatter):
    base = y if free else y - m * np.log(T)
    found = [fit_exponent(T, base + noise * rng.normal(size=T.size),
                          free_m=free, bracket=(0.1, 0.6))[0]
             for _ in range(300)]
    assert abs(np.std(found) / (noise * predicted) - 1) < 0.2
    assert abs(np.mean(found) - p) < 5 * noise * predicted / np.sqrt(300)

# Neglected effects: apparent exponent with each one included
Nc = 2 * (mass * const.m_e * const.k * T
          / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
sigma_band = const.e * Nc * mobility * np.exp(-depth / (kB * T))
q_band = fit_exponent(T, np.log(sigma_hop(T) + sigma_band))[0]
coul = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9   # eV nm
gap = np.sqrt(g * coul**3)                  # eV


def percolation_fit(states):
    """states(E): integrated density up to E over its flat-band slope."""
    eta = np.array([brentq(lambda n: n**3 * states(n * kB * t) / (kB * t)
                           - T0 / t, 1e-2, 200.0) for t in T])
    return fit_exponent(T, 2 * np.log(eta) - eta)[0]


q_flat = percolation_fit(lambda E: E)
assert abs(q_flat - q) < 1e-6
q_tail = percolation_fit(lambda E: tail * np.sinh(E / tail))
q_gap = percolation_fit(lambda E: E - gap * np.arctan(E / gap))

print(f"density of states: {g_cm:.1e} per eV per cm3")
print(f"localization length: {xi:.1f} nm; attempt frequency {nu:.0e} Hz")
print(f"true p = {p}, true m = {m}")
print(f"T0 = {T0:.4e} K")
print(f"window: {T[0]:.0f} to {T[-1]:.0f} K, {T.size} points")
for t in (T[0], Tc, T[-1]):
    x = (T0 / t)**p
    pa = local_exponent(t, m, p, T0)
    print(f"T = {t:.2f} K: x = {x:.3f}, p x = {p*x:.3f}, W = {m+p*x:.3f}")
    print(f"  local p_a = {pa:.4f}, error = {pa-p:+.4f}"
          f" ({100*(pa/p-1):+.1f} %), small-m estimate {-m/x:+.4f}")
    print(f"  hop length = {hop_length(t):.2f} nm,"
          f" sigma = {sigma_hop(t):.2e} S/cm")
print(f"fit of ln sigma, m ignored: p = {q:.4f} ({100*(q/p-1):+.1f} %)")
print(f"slope of ln W, m ignored: p = {q_slope:.4f}")
print(f"largest residual of that ln sigma fit: {abs(resid).max():.1e}")
print(f"T0 from that fit, p free: {T0_free:.3e} K")
print(f"T0 with p held at 1/4, m ignored: {T0_fixed:.3e} K")
print(f"  inferred over true density of states: {T0/T0_fixed:.2f}")
print("fitted p for other prefactor powers, same T0 and window:")
for mm in (-1.0, -0.5, 0.0, 0.5, 1.0):
    qq = fit_exponent(T, log_sigma(T, mm, p, T0))[0]
    print(f"  m = {mm:+.1f}: p = {qq:.4f}, error {100*(qq/p-1):+.1f} %")
print("standard deviation of p for 0.1 % noise in sigma (linearized):")
print(f"  m known: {1e-3*scatter[0]:.4f}; m fitted: {1e-3*scatter[1]:.3f}")
print("neglected effects (apparent p, m ignored, each effect alone):")
print(f"  band inputs: depth {depth} eV, mass {mass} m_e,"
      f" mobility {mobility:.0f} cm2/Vs")
print(f"  band/hopping sigma at {T[-1]:.0f} K:"
      f" {sigma_band[-1]/sigma_hop(T[-1]):.1e}")
print(f"  with band conduction: p = {q_band:.4f}, shift {q_band-q:+.4f}")
print(f"  with tail of {tail} eV: p = {q_tail:.4f}, shift {q_tail-q:+.4f}")
print(f"  Coulomb gap, permittivity {eps_r:.0f}: {gap:.4f} eV")
print(f"  with Coulomb gap: p = {q_gap:.4f}, shift {q_gap-q:+.4f}")
print(f"  shift caused by m itself: {q-p:+.4f}")
print(f"  film thickness / longest hop: {thickness/hop_length(T[0]):.1f}"
      f" (film {thickness:.0f} nm)")
field = kB * T[0] / (hop_length(T[0]) * 1e-7) * 1e-6
print(f"  field kT/(eR) at {T[0]:.0f} K: {field:.4f} MV/cm")
print("done: every assertion held")
```

It prints:

```
density of states: 2.0e+19 per eV per cm3
localization length: 2.0 nm; attempt frequency 1e+13 Hz
true p = 0.25, true m = -0.5
T0 = 1.3134e+06 K
window: 50 to 100 K, 21 points
T = 50.00 K: x = 12.731, p x = 3.183, W = 2.683
  local p_a = 0.2966, error = +0.0466 (+18.6 %), small-m estimate +0.0393
  hop length = 9.55 nm, sigma = 8.64e-05 S/cm
T = 70.71 K: x = 11.674, p x = 2.919, W = 2.419
  local p_a = 0.3017, error = +0.0517 (+20.7 %), small-m estimate +0.0428
  hop length = 8.76 nm, sigma = 2.09e-04 S/cm
T = 100.00 K: x = 10.705, p x = 2.676, W = 2.176
  local p_a = 0.3074, error = +0.0574 (+23.0 %), small-m estimate +0.0467
  hop length = 8.03 nm, sigma = 4.63e-04 S/cm
fit of ln sigma, m ignored: p = 0.3017 (+20.7 %)
slope of ln W, m ignored: p = 0.3019
largest residual of that ln sigma fit: 9.4e-05
T0 from that fit, p free: 7.001e+04 K
T0 with p held at 1/4, m ignored: 6.186e+05 K
  inferred over true density of states: 2.12
fitted p for other prefactor powers, same T0 and window:
  m = -1.0: p = 0.3804, error +52.2 %
  m = -0.5: p = 0.3017, error +20.7 %
  m = +0.0: p = 0.2500, error +0.0 %
  m = +0.5: p = 0.2134, error -14.6 %
  m = +1.0: p = 0.1862, error -25.5 %
standard deviation of p for 0.1 % noise in sigma (linearized):
  m known: 0.0038; m fitted: 0.251
neglected effects (apparent p, m ignored, each effect alone):
  band inputs: depth 0.15 eV, mass 0.34 m_e, mobility 10 cm2/Vs
  band/hopping sigma at 100 K: 9.1e-05
  with band conduction: p = 0.3014, shift -0.0003
  with tail of 0.08 eV: p = 0.1719, shift -0.1298
  Coulomb gap, permittivity 12: 0.0059 eV
  with Coulomb gap: p = 0.3892, shift +0.0874
  shift caused by m itself: +0.0517
  film thickness / longest hop: 5.2 (film 50 nm)
  field kT/(eR) at 50 K: 0.0045 MV/cm
done: every assertion held
```
